# Real-space invariants at C2 and C4 centres from Bloch symmetry eigenvalues

Before building Wannier functions by projection onto trial orbitals for an isolated group of $N$ bands in a layer with a twofold or fourfold axis, one must decide where to put the trial orbitals: on the atoms, on empty symmetric sites, or nowhere, because no symmetric localized basis exists until more bands are included. The theorem below reads that decision, as far as symmetry can settle it, from the rotation eigenvalues at the rotation-invariant momenta.

## Assumptions and conventions

The electrons are spinless and independent (or mean field), the plane group is p2 or p4, time reversal is not assumed, lengths are in lattice constants and energies in hartree. $C_4$ is $(x,y)\to(-y,x)$. The C2 centres are $w=(0,0),(\tfrac12,0),(0,\tfrac12),(\tfrac12,\tfrac12)$. In p4, $a=(0,0)$ and $b=(\tfrac12,\tfrac12)$ are C4 centres, and $c=(\tfrac12,0)$, $c'=(0,\tfrac12)$ are C2 centres exchanged by $C_4$. For a point rotation $g$, $g_w$ is the rotation about $w$.

The basis orbitals $|\beta,R\rangle$ sit at $\tau_\beta+R$, and $g_0|\beta,R\rangle=\phi_\beta|\beta',gR+\Delta_\beta\rangle$ with a phase $\phi_\beta$ and $g\tau_\beta=\tau_{\beta'}+\Delta_\beta$. Hoppings decay exponentially and the $N$ bands have a direct gap to all others, so their projector $P(k)$ in the basis $|\beta,k\rangle=\sum_Re^{ik\cdot R}|\beta,R\rangle$ is analytic and periodic, and its real-space elements decay exponentially.

A symmetric Wannier basis is an orthonormal, exponentially localized basis of the bands in which $g$ maps the span of the functions centred at $x$ onto the span of those centred at $gx$; bands with such a basis are called atomic. At a $C_n$ centre $w$, $m_l^w$ counts the functions with eigenvalue $\omega^l$, $\omega=e^{2\pi i/n}$ ($m_\pm$ for $n=2$). The momentum data are the multiplicities $n_K^\pm$ of $C_2=\pm1$ at $K=\Gamma,X,Y,M$ (p2), or $\Gamma_l,M_l$ of $C_4=i^l$ and $X_\pm$ (p4), with $S_l=\Gamma_l+M_l$, $D_l=\Gamma_l-M_l$. The Chern number $C$ uses $A=i\langle u|\nabla_ku\rangle$.

## Theorem

(a) The integer combinations of the $m_l^w$ unchanged by moving orbitals on or off $w$ are generated by the real-space invariants (RSIs) $\delta_l=m_l-m_0$, $l=1,\dots,n-1$; for C2, $\delta=m_--m_+$.

(b) In p2, $\delta_w=\tfrac12\sum_Ke^{2iK\cdot w}n_K^--N\,[w=0]$, the bracket being 1 at the origin and 0 elsewhere. In p4,
$$\delta^a_{1,3}=-\frac{S_0}2\pm\frac{S_1-S_3}4+\frac{X_-}2,\quad \delta^a_2=\frac{S_2-S_0}2,\quad \delta^c=\frac{D_1+D_3}2,$$
$$\delta^b_1=\frac{2\Gamma_1+2M_3-D_0+D_2}4-\frac{X_-}2,\quad \delta^b_2=\frac{D_2-D_0}2,$$
and $\delta^b_3$ is $\delta^b_1$ with $1\leftrightarrow3$. Conversely $(\delta,N)$ fixes the data.

(c) All RSIs are integers if and only if $\nu=0$, where $\nu=\sum_Kn_K^-\bmod2$ (p2) or $\nu=S_1+2S_2+3S_3+2X_-\bmod4$ (p4), and $\nu\equiv C$ to that modulus.

(d) Let $N_w^{\min}=\sum_l\delta_l+4\max(0,-\min_l\delta_l)$ at a C4 centre, and $N_{\min}=\sum_w|\delta_w|$ (p2) or $N_a^{\min}+N_b^{\min}+2|\delta^c|$ (p4). For integer RSIs, the data equal those of some atomic bands if and only if $N\ge N_{\min}$.

(e) Data with integer RSIs and $N\ge N_{\min}$ cannot be produced by orbitals on the occupied Wyckoff positions (obstructed atomic case) if and only if $\delta\neq0$ at an empty centre. Bands with $N<N_{\min}$ are not atomic; they are fragile if their sum with some atomic bands is atomic, which requires $C=0$.

## Lemma 1: what a moving orbit carries

A general orbit near $w$ contributes one orbital to each $l$.

*Proof.* A nontrivial rotation about $w$ fixes no other point of the plane, so an orbital $|x_0\rangle$ off the centre has $n$ distinct images $|x_j\rangle=g_w^j|x_0\rangle$, with $g_w^n=1$ for spinless states. Shifting the summation index, $g_w\sum_j\omega^{-jl}|x_j\rangle=\omega^l\sum_j\omega^{-jl}|x_j\rangle$ for each $l=0,\dots,n-1$. These eigenvalues are discrete and survive as the orbit shrinks onto $w$. $\square$

The move is $m\to m\pm(1,\dots,1)$, the regular representation. A form $\sum_lc_lm_l$ is unchanged if and only if $\sum_lc_l=0$; eliminating $c_0$ gives $\sum_{l\ge1}c_l\delta_l$. This proves (a).

With the character $\chi_j=\sum_l\omega^{jl}m_l$, Fourier inversion gives $m_l=\frac1n\sum_j\omega^{-jl}\chi_j$. The $j=0$ term cancels in the difference, and $\sum_l\omega^{jl}=0$ for $j\ge1$ removes $m_0$ from $\chi_j$:
$$\delta_l=\frac1n\sum_{j=1}^{n-1}(\omega^{-jl}-1)\chi_j,\qquad \chi_j=\sum_{l\ge1}\omega^{jl}\delta_l\quad(j\ge1).\tag{1}$$
These linear maps are inverse to each other for any numbers $\chi_j$. For $n=2$, $\delta=-\chi_1$. For $n=4$ put $\chi_1=x+iy=\chi_3^*$. The $j=1$ coefficients are $-1-i,\,-2,\,-1+i$ for $l=1,2,3$, those of $j=3$ are their conjugates, and those of $j=2$ are $-2,0,-2$. Since $2\,\mathrm{Re}[(-1\mp i)(x+iy)]=2(-x\pm y)$,
$$\delta_{1,3}=\tfrac12(-x\pm y)-\tfrac12\chi_2,\qquad\delta_2=-x.\tag{2}$$

## Lemma 2: the local trace

The sum $\chi_w(g)=\sum_r\langle r|g_wP|r\rangle$ over basis orbitals $r$ converges absolutely, and for atomic bands equals the character of the Wannier functions at $w$.

*Proof.* The term is a phase times $\langle g_w^{-1}r|P|r\rangle$, bounded by a constant times $e^{-\kappa|r-g_w^{-1}r|}$, and that distance grows linearly with $|r-w|$. Insert $P=\sum_W|W\rangle\langle W|$. The double sum also converges absolutely, because summing $|W(g_w^{-1}r)||W(r)|$ over centres leaves a decay of the same kind with a smaller $\kappa$. Reordering gives $\sum_W\langle W|g_w|W\rangle$. A function centred at $x\ne w$ is mapped into the orthogonal span at $g_wx\neq x$ and drops out. $\square$

Equation (1) with $\chi_j=\chi_w(C_n^j)$ now defines $\delta$ for any gapped bands, and shows that every symmetric Wannier basis of given bands has the same $\delta$.

## Lemma 3: from the local trace to momentum space

With $T_K(g)$ the sum of the eigenvalues of $g_0$ on the bands at $K$, and the lattice vector $t_w=(1-g)w$,
$$\chi_w(g)=\frac1{\det(1-g)}\sum_{K:\,gK\equiv K}e^{-iK\cdot t_w}\,T_K(g).\tag{3}$$

*Proof.* Substituting $R'=gR+\Delta_\beta$ and $k\cdot R=gk\cdot gR$ gives $g_0|\beta,k\rangle=\phi_\beta e^{-igk\cdot\Delta_\beta}|\beta',gk\rangle$. At an invariant $K$, $gK-K$ is a reciprocal vector, so the matrix of $g_0$ is $\mathcal D_{\beta'\beta}=\phi_\beta e^{-iK\cdot\Delta_\beta}$ and $T_K=\sum_\beta \mathcal D_{\beta'\beta}P_{\beta\beta'}(K)$. As $g_wx=gx+t_w$, $g_w$ sends $|\beta,R\rangle$ to $\phi_\beta|\beta',gR+\Delta_\beta+t_w\rangle$, and with $\langle\beta R|P|\beta'R'\rangle=\int\frac{d^2k}{(2\pi)^2}e^{ik\cdot(R-R')}P_{\beta\beta'}(k)$,
$$\chi_w(g)=\sum_\beta\phi_\beta\int\!\frac{d^2k}{(2\pi)^2}P_{\beta\beta'}(k)\,e^{-ik\cdot(\Delta_\beta+t_w)}\sum_Re^{i(1-g^{-1})k\cdot R}.$$
The lattice sum is $(2\pi)^2\sum_G\delta^2\big((1-g^{-1})k-G\big)$. Its support is the set of invariant $K$, and the Jacobian gives each the weight $1/\det(1-g)$. $\square$

For $C_2$, $1-g=2$, the determinant is 4, $t_w=2w$, and $K$ runs over $\Gamma,X,Y,M$; the phases are signs $s_K(w)=e^{2iK\cdot w}$. For $C_4^{\pm1}$ the determinant is 2, $K=\Gamma,M$, and $t_b=(1,0)$ or $(0,1)$, so $e^{-iM\cdot t_b}=-1$:
$$\chi_w(C_2)=\tfrac14\sum_Ks_K(w)T_K,\qquad\chi_{a,b}(C_4^{\pm1})=\tfrac12(T_\Gamma\pm_{a,b}T_M).\tag{4}$$
The sign vectors are orthogonal, so the inverses are $T_K(C_2)=\sum_ws_K(w)\chi_w$ and $T_{\Gamma,M}(C_4^{\pm1})=\chi_a\pm_{\Gamma,M}\chi_b$.

## Proof of (b)

In p2, $T_K=N-2n_K^-$ and $\delta_w=-\chi_w=-\frac N4\sum_Ks_K+\frac12\sum_Ks_Kn_K^-$, where $\sum_Ks_K$ is 4 at the origin and 0 elsewhere.

In p4, $C_4$ maps $X$ to $Y$ and commutes with $C_2$, so $T_Y=T_X=N-2X_-$. At $a$, $\chi_1=\frac12\sum_li^lS_l$ gives $x=\frac12(S_0-S_2)$, $y=\frac12(S_1-S_3)$, hence $\delta_2^a$. Next $\chi_2=\frac14(S_0-S_1+S_2-S_3+2N-4X_-)$, and $2N=\sum_lS_l$ turns this into $\frac12(S_0+S_2)-X_-$. Equation (2) gives
$$\delta^a_{1,3}=\tfrac14(S_2-S_0)\pm\tfrac14(S_1-S_3)-\tfrac14(S_0+S_2)+\tfrac12X_-,$$
the stated form. At $b$, (4) reverses the signs of $T_M(C_4^{\pm1})$, $T_X$ and $T_Y$, which is the relabelling $M_l\to M_{l+2}$, $X_-\to X_+$ in the formulas for $a$. Thus $\delta_2^b=\frac12(\Gamma_2+M_0-\Gamma_0-M_2)$, and
$$4\delta^b_1=-2\Gamma_0-2M_2+\Gamma_1+M_3-\Gamma_3-M_1+2X_+ .$$
With $2X_+=\sum_l\Gamma_l+\sum_lM_l-2X_-$ this is $2\Gamma_1+2M_3-D_0+D_2-2X_-$; the other sign of $y$ exchanges 1 and 3. At $c$ the signs are $+,-,+,-$, so $\chi_c=\frac14(D_0-D_1+D_2-D_3)=-\frac12(D_1+D_3)$ by $\sum_lD_l=0$.

Conversely, (1) gives the $\chi$ from $\delta$, the inverse of (4) gives the $T_K$, and Fourier inversion with the identity trace $N$ gives the multiplicities. $\square$

*Remark.* The multiplicities are integers and $P(K)$ is continuous along a symmetric deformation that keeps the direct gap open, so $\delta$ cannot change along it.

## Proof of (c)

*Fractional parts.* In p2, $2\delta_w\equiv\sum_Kn_K^-\pmod2$ since $s_K=\pm1$. In p4 let $\tilde\nu=S_1+2S_2+3S_3+2X_-$ and use $\sum_lS_l=2N$:
$$4\delta^a_1+\tilde\nu=-2S_0+2S_1+2S_2+2S_3+4X_-=4(N-S_0+X_-),$$
$$4\delta^a_3-\tilde\nu=-2\textstyle\sum_lS_l=-4N,$$
$$4\delta^a_2+2\tilde\nu=-2S_0+2S_1+6S_2+6S_3+4X_-\equiv4N\pmod4.$$
So $\delta^a_l\equiv-l\nu/4\pmod1$. The relabelling to $b$ changes $\sum_llM_l$ by $-2N$ and $2X_-$ by $2N$, both mod 4, so $\nu$ is unchanged and $\delta^b_l\equiv-l\nu/4$. Finally $2\delta^c\equiv S_1+S_3\equiv\nu\pmod2$. All are integers when $\nu=0$, and $\delta_1^a$ is not when $\nu\ne0$.

*Chern number.* Use coefficients $\tilde u_\beta=e^{-ik\cdot\tau_\beta}u_\beta$. This adds the periodic field $\sum_\beta\tau_\beta|u_\beta|^2$ to $A$, whose curl integrates to zero, so $C$ is unchanged. Now $g_0$ is a $k$-independent matrix $\tilde{\mathcal D}$, and $\tilde u(k+G)=E_G\tilde u(k)$ with constant $E_G=\mathrm{diag}(e^{-iG\cdot\tau_\beta})$. Let $L_k$ be the line spanned by the Slater determinant $\Psi_k$ of the $N$ bands, and $V_{QP}:L_P\to L_Q$ the limit of the product of projectors along the segment $PQ$, with $V_{PQ}=V_{QP}^{-1}$. As $\langle\Psi_{k+dk}|\Psi_k\rangle=e^{iA\cdot dk}$ to first order, a counterclockwise loop multiplies by $e^{i\Phi}$, $\Phi$ the enclosed Berry flux. A constant unitary $h$ that maps each $L_k$ to $L_{hk}$ obeys $V_{hQ,hP}=hV_{QP}h^{-1}$.

In p4 the square $\Gamma XMY$ and its three rotated copies tile the zone and carry equal flux, so its loop equals $i^C$. Let $g_\Gamma=\tilde{\mathcal D}$ and $g_M=E_{(2\pi,0)}\tilde{\mathcal D}$, the rotations of $k$ about $\Gamma$ and $M$, with eigenvalues $\xi_\Gamma=i^{\sum l\Gamma_l}$ on $L_\Gamma$ and $\xi_M=i^{\sum lM_l}$ on $L_M$. Since $g_\Gamma$ takes $X$ to $Y$, $V_{Y\Gamma}=\xi_\Gamma^{-1}g_\Gamma V_{X\Gamma}$, so $V_{\Gamma Y}=\xi_\Gamma V_{X\Gamma}^{-1}g_\Gamma^{-1}$. Since $g_M$ takes $Y$ to $X$, $V_{MX}=\xi_MV_{MY}g_M^{-1}$, so $V_{YM}V_{MX}=\xi_Mg_M^{-1}$. Therefore
$$i^C=V_{\Gamma Y}V_{YM}V_{MX}V_{X\Gamma}=\xi_\Gamma\xi_M\,V_{X\Gamma}^{-1}\,g_\Gamma^{-1}g_M^{-1}\,V_{X\Gamma}.$$
The product $g_\Gamma^{-1}g_M^{-1}$ is $C_2^{-1}$ on $L_X$, equal to $(-1)^{X_-}$, so $i^C=i^{\tilde\nu}$.

In p2 take the half zone with corners $-X,X,M,M'=(-\pi,\pi)$, whose loop is $(-1)^C$, and $\zeta_K=(-1)^{n_K^-}$. The same folding with the twofold rotations $h_\Gamma,h_Y$ makes the bottom edge $\zeta_\Gamma h_\Gamma^{-1}$ and the top edge $\zeta_Yh_Y^{-1}$, and the left edge is $E^{-1}V_{XM}E$ with $E=E_{(2\pi,0)}$. In the product $E^{-1}V_{XM}E\,\zeta_Yh_Y^{-1}V_{MX}\,\zeta_\Gamma h_\Gamma^{-1}$, the factor $Eh_Y^{-1}$ is $\zeta_M$ on $L_M$, the two $V$ cancel, and $E^{-1}h_\Gamma^{-1}$ is $\zeta_X$ on $L_{-X}$. $\square$

## Proof of (d) and (e)

*Counting.* In p4, $4\Gamma_0=N+\sum_{j=1}^3T_\Gamma(C_4^j)$. The inverse of (4) makes the sum $\sum_j(\chi_j^a+\chi_j^b)+2\chi_c$, and (1) with $\sum_{j=1}^3i^{jl}=-1$ gives $\sum_j\chi_j=-\sum_l\delta_l$. Hence
$$N=4\Gamma_0+\textstyle\sum_l\delta^a_l+\sum_l\delta^b_l+2\delta^c.\tag{5}$$
$N_{\min}$ exceeds the last three terms by the two terms $4\max(\cdot)$ and by $2(|\delta^c|-\delta^c)$, all multiples of 4, so $k=(N-N_{\min})/4$ is an integer. In p2, $2n^+_\Gamma=N+T_\Gamma=N-\sum_w\delta_w$ makes $k=(N-N_{\min})/2$ an integer.

*Part (d).* At a C4 centre $m_l=m_0+\delta_l\ge0$ requires $m_0=\max(0,-\min_l\delta_l)+k_w$ with $k_w\ge0$, and the site holds $4m_0+\sum_l\delta_l=N_w^{\min}+4k_w$ orbitals; a C2 centre holds $|\delta|+2k_w$. General orbits add to $N$ and not to $\delta$. Summing over the cell, with $c$ counted twice, atomic bands have $N\ge N_{\min}$. Conversely, if $k\ge0$, the minimal configuration plus $k$ regular representations has the given $(\delta,N)$ and by (b) the given data. For $k<0$ the same construction is an integer combination of elementary band representations (EBRs, the bands of one symmetric orbital on one centre) with negative coefficients. $\square$

*Part (e).* If $\delta\ne0$ at an empty centre, Lemma 2 puts at least $N_w^{\min}\ge1$ functions there in every symmetric Wannier basis. If $\delta=0$ at all empty centres, the minimal configuration lies on occupied ones, and the $k$ regular representations can be placed on any occupied position, since a general orbit, the regular representation at $a$ or $b$, and that on the pair $c,c'$ all have $\delta=0$ and $N=4$ ($N=2$ in p2). This converse concerns the data and lets an atom supply any $l$. For $N<N_{\min}$, (d) excludes a basis. Fourier sums of Wannier functions form a smooth periodic gauge, so by Stokes' theorem atomic bands have $C=0$; $C$ is additive, so bands with $C\ne0$ stay non-atomic after any atomic addition. $\square$

## Remarks on the limits of the theorem

1. Adding $|k|$ regular representations repairs the data when $N<N_{\min}$. That it repairs the bands whenever $C=0$ is not proved here; example B proves fragility directly.
2. $N\ge N_{\min}$ does not imply atomic bands, since $\nu$ fixes $C$ modulo 2 or 4 (example C).
3. In p2 with spin and time reversal, $C_2$ has eigenvalues $\pm i$, which the antiunitary symmetry pairs, so every $T_K(C_2)$ vanishes. A general orbit brings two Kramers pairs, so the number of pairs at $w$ modulo 2 is unchanged by moves, yet a pair gives $\{i,-i\}$ at all four $K$ wherever it sits. This RSI has no momentum formula of type (b).
4. Mirrors through the centre allow further moves along the mirror lines and are not treated.

The numerical check below tests (b) on EBRs built from $\mathcal D$ (p2 and p4) and on real-space traces (p4 models), the p4 relation $\nu\equiv C \pmod 4$ of (c) against plaquette Chern numbers, and the data statements of (c), (d) and, in p4 for four choices of occupied centres, (e) on all data with $N\le4$ against brute-force EBR sums. The EBR matrices have ranks $5=4+1$ and $8=7+1$, the number of RSIs plus $N$. For $N=1$ no data with integer RSIs have $N<N_{\min}$; for $N=2$, 8 of 41 integer cases in p2 and 40 of 78 in p4 do.

## Example A: an obstructed atomic band

An atom at $a$ has four hybrids pointing along the diagonals and permuted by $C_4$, with hopping $-\gamma$ between neighbouring hybrids of one atom and $-\lambda$ to the facing hybrid of the next atom along $x$ or $y$. Labelling a hybrid by its two signs separates $H$ into a dimerized chain in each direction, with energies $\pm\epsilon(k_x)\pm\epsilon(k_y)$, $\epsilon=|\gamma+\lambda e^{ik}|\ge|\lambda-\gamma|$. The lowest band lies $2\min(\epsilon(k_x),\epsilon(k_y))$ below the next, so its direct gap is $2|\lambda-\gamma|$: $2\times0.08=0.16$ Eh for $(\gamma,\lambda)=(0.10,0.02)$ and $(0.02,0.10)$ Eh, and zero at $\gamma=\lambda=0.06$ Eh.

For $\gamma=0.10$ Eh, $\Gamma_0=M_0=X_+=1$ gives $\delta^a=(-1,-1,-1)$ and zero elsewhere: an $l=0$ orbital on the atom. For $\lambda=0.10$ Eh, $\Gamma_0=M_2=X_-=1$, so $S_0=S_2=1$, $D_0=1$, $D_2=-1$. Then $\delta^a_1=-\frac12+\frac12=0$, $\delta^b_1=\frac{-1-1}4-\frac12=-1$, $\delta^b_2=\frac{-1-1}2=-1$, $\delta_3^b=-1$, and $N_{\min}=-3+4=1=N$. The trial orbital belongs on the empty site $b$.

## Example B: a fragile pair

Put $l=0$ orbitals on $a,c,c'$. Let $|w\rangle$ have amplitudes $+1$ on the $c$ sites below and above $b$, $-1$ on the $c'$ sites left and right, and alternating $\pm s$ on the four corners $a$, so that it has $l=2$ about $b$. Take $H=t\sum_R|w_R\rangle\langle w_R|+V$, with $t=0.05$ Eh, $s=0.7$, and $V$ a hopping of $-0.01$ Eh from $a$ to its four neighbours. With $p=\cos k_x$, $q=\cos k_y$,
$$\|w(k)\|^2=(2+2q)+(2+2p)+4s^2(1-p)(1-q).$$
This is linear in each variable, so its minimum is at a corner: $8$, $4$ and $16s^2=7.84$ at $\Gamma$, $X$, $M$, giving $t\|w\|^2\ge0.2$ Eh. Also $\|V(k)\|=0.01\sqrt{4+2p+2q}\le0.0283$ Eh. The expectation value in $w(k)$ puts the top eigenvalue at or above $0.2-0.0283$ Eh, while any vector orthogonal to $w(k)$ has energy at most $0.0283$ Eh, which bounds the two lower bands. So the gap is open and the top eigenvector is never orthogonal to $w(k)$. The normalized $P_{\rm top}(k)w(k)$ is then analytic, periodic and transforms like $w$, so the top band is atomic, $l=2$ at $b$. On the grid the band edges are 0.0283 and 0.2000 Eh and the smallest squared overlap is 0.9981.

The lower pair has $\Gamma_0=2$, $M_1=M_3=1$, $X_+=2$, so $S=(2,1,0,1)$, $D=(2,-1,0,-1)$. Then $\delta^a=(-1,-1,-1)$, $\delta^b_{1,3}=\frac{2-2}4=0$, $\delta^b_2=-1$, $\delta^c=-1$, and (5) reads $8-3-1-2=2$. The minimum is $N_{\min}=(-3+4)+(-1+4)+2=6>2$. The pair is not atomic, and with the atomic top band it spans the atomic basis: it is fragile, with computed $C=0$. With $C_2$ alone, $\delta=(-1,-1,-1,1)$ and $N_{\min}=4>2$.

On an open flake of 936 sites with $C_4$-symmetric on-site disorder within $\pm0.02$ Eh, filled to the middle of the bulk gap, the RSIs $\delta^b_{1,2,3}$ obtained through (1) from local traces cut off at a window around $b$ deviate, in one disorder realization, from $(0,-1,0)$ by at most $0.13$, $4.5\times10^{-4}$ and $6.2\times10^{-6}$ (absolute) for windows of half-width 1, 3 and 5; in three other realizations the deviations reach $0.131$, $5.2\times10^{-4}$ and $1.3\times10^{-5}$. The open boundary puts about 60 levels inside the bulk gap, so the flake as a whole is not gapped as Lemma 2 assumes, and the windows are kept well inside the edge.

## Example C: Chern bands

Two orbitals at $a$, with $l=0$ and $l$, have $H_{00}=-H_{11}=0.1(m+\cos k_x+\cos k_y)$ Eh and $H_{10}=0.1z^{\,l}$ Eh, $z=\sin k_x+i\sin k_y$. For $l=1$, $m=1$ the lower band has $C=-1$, $\nu=3$, $\delta_1^a=\frac14\equiv-\frac34$, as (c) requires. For $l=2$, $m=1$, $C_2$ is the identity on both orbitals, so in p2 $\delta=(-1,0,0,0)$ and $N_{\min}=N=1$, the data of an $s$ orbital, while $C=-2$. The p4 data expose it: $\nu=2$, $\delta_1^a=-\frac12$.

## Example D: the double bond of ethylene

In three dimensions $C_2$ fixes a line, and for a closed-shell molecule in mean field the argument of Lemma 2 gives $\delta=-\mathrm{Tr}\,C_2$ over the occupied orbitals, counting localized orbitals on the axis. The level is RHF/6-31G, without correlation or polarization functions, at the round geometry CC 2.5 bohr, CH 2.0 bohr, HCC 120°, with 8 occupied orbitals and a HOMO–LUMO gap of 0.55 Eh. This gap is not converged in the basis (0.53 Eh in cc-pVTZ, 0.42 Eh in aug-cc-pVDZ), while the values of $\delta$ and the bent-bond counts below are the same in 6-31G**, cc-pVTZ and aug-cc-pVDZ. With $z$ along CC and $x$ normal to the plane, the canonical orbitals give $\delta=-2,0,-2$ on the $x,y,z$ axes, and the same at CC 2.8 bohr.

Boys localization with $\sigma$ and $\pi$ kept apart gives $(m_+,m_-)=(2,0),(1,1),(3,1)$; unrestricted, it gives bent bonds, with centroids up to 0.60 bohr off the plane (up to 0.01 bohr more in the larger bases), and $(2,0),(0,0),(2,0)$. The differences agree: $0-2=-2$, $1-1=0-0$, $1-3=0-2$. On the $y$ and $z$ axes the two sets differ by one regular representation, which the bent bonds carry off the axis. On the $x$ axis, which meets no atom, $\delta=-2$ forces at least two even orbitals onto it in any $C_2$-symmetric localized set, the molecular form of the obstructed case.

## Computed values

```
general orbit, p4 data (G0-3,M0-3,X+-): [1 1 1 1 1 1 1 1 2 2]
p2 EBR rank 5 ; gcd of rank minors 2 ; of next lower 1
p4 EBR rank 8 ; gcd of rank minors 4 ; of next lower 1
p4 N=1: data 32, integer RSI 8, N<Nmin 0, obstructed for atoms at a 4
p4 N=2: data 300, integer RSI 78, N<Nmin 40, obstructed for atoms at a 28
p4 N=3: data 1600, integer RSI 400, N<Nmin 264, obstructed for atoms at a 116
p4 N=4: data 6125, integer RSI 1543, N<Nmin 1140, obstructed for atoms at a 368
p2 N=1: data 16, integer RSI 8, N<Nmin 0
p2 N=2: data 81, integer RSI 41, N<Nmin 8
p2 N=3: data 256, integer RSI 128, N<Nmin 32
p2 N=4: data 625, integer RSI 313, N<Nmin 88
RSI order: a1 a2 a3 b1 b2 b3 c
hybrid gamma=0.10 lambda=0.02 Eh: data [1 0 0 0 1 0 0 0 1 0]
  RSI [-1 -1 -1 0 0 0 0] Nmin 1 C 0 direct gap 0.1600 Eh, trace error 3.3e-16
hybrid gamma=0.02 lambda=0.10 Eh: data [1 0 0 0 0 0 1 0 0 1]
  RSI [0 0 0 -1 -1 -1 0] Nmin 1 C 0 direct gap 0.1600 Eh, trace error 4.4e-16
hybrid gamma=lambda=0.06 Eh: direct gap 0.000000 Eh
Lieb: t=0.05 Eh, corner amplitude s=0.7, a-c hopping -0.01 Eh
  lower top 0.0283 Eh, upper bottom 0.2000 Eh, gap 0.1717 Eh
  upper: data [0 0 1 0 1 0 0 0 0 1] RSI [0 0 0 0 1 0 0] C 0
  upper: min squared overlap with d@b trial 0.9981
  lower: data [2 0 0 0 0 1 0 1 2 0] RSI [-1 -1 -1 0 -1 0 -1]
  lower: N 2, Nmin 6 (a 1, b 3, c 2), C 0, trace error 3.3e-16
  lower as p2: RSI [-1 -1 -1 1] Nmin 4
  flake: 936 sites, disorder +-0.02 Eh, mu 0.1141 Eh
  window 1: RSI at b [-0.0819 -1.1285 -0.0819], error 1.3e-01
  window 3: RSI at b [-0.0003 -1.0004 -0.0003], error 4.5e-04
  window 5: RSI at b [0 -1 0], error 6.1e-06
Chern models, orbitals l=0 and l at a, energy scale 0.1 Eh
  l=1 m=+1: C -1 nu 3 RSI [0.25 -0.5 -0.25 0.25 0.5 -0.25 0.5] err 1e-11
  l=1 m=-1: C +1 nu 1 RSI [-0.25 -0.5 -0.75 0.75 0.5 0.25 0.5] err 1e-11
  l=3 m=+1: C +1 nu 1 RSI [-0.25 -0.5 0.25 -0.25 0.5 0.25 0.5] err 1e-11
  l=2 m=+1: C -2 nu 2 RSI [-0.5 0 -0.5 0.5 1 0.5 0] err 7e-07
  l=2 band as p2: RSI [-1 0 0 0], Nmin 1, yet C -2
C2H4 RHF/6-31G: CC 2.5 bohr, CH 2.0 bohr, HCC 120 deg (repeat at CC 2.8 bohr)
  E -78.002903 Eh, occupied 8, HOMO-LUMO gap 0.5516 Eh
  RSI on C2 axes x y z from canonical MOs: [-2 0 -2]
  sigma/pi Boys: (m+,m-) on x y z: [(2, 0), (1, 1), (3, 1)] max |x centroid| 0.0000 bohr
  bent Boys: (m+,m-) on x y z: [(2, 0), (0, 0), (2, 0)] max |x centroid| 0.5984 bohr
```
